# The Bernard–Duraffourg condition for optical gain in a semiconductor, part 1

(Sections cited here and not found follow in the second part.)

## First half: from the light field to the sign of the gain

A semiconductor is pumped, by a current or by other light, so that it holds extra electrons in the conduction band and extra holes in the valence band. A weak beam of photon energy $\omega$ passes through it. The problem is to find the photon energies at which the beam leaves stronger than it entered, and to see which properties of the material decide this.

Hartree atomic units are used: $\hbar=m_e=e=4\pi\varepsilon_0=1$, and the speed of light is $c\approx137.0$. A photon energy and its angular frequency are then the same number. Temperature is given as the energy $T$, meaning Boltzmann's constant times the absolute temperature.

The electrons are treated in the mean-field picture. Each moves independently in a fixed potential $U(\mathbf r)$, with the Hamiltonian $H_0=\mathbf p^2/2+U$. Its eigenstates are conduction states $|c\rangle$ with energies $E_c$ and valence states $|v\rangle$ with energies $E_v$. The labels $c$ and $v$ include the spin and whatever other quantum numbers the states have. Nothing is assumed yet about the form of the bands. The sample has volume $V$.

### (a) How fast does the light move an electron between two states?

*The beam is described by the vector potential $\mathbf A(t)=\mathbf e\,A_0\cos\omega t$, with a real unit vector $\mathbf e$. Find the rate of the transition $v\to c$ to lowest order in $A_0$, and compare it with the rate of $c\to v$.*

**Solution.** The vector potential is taken as uniform in space, because the wavelength of the light is long compared with the distances over which the states vary from cell to cell. An electron has charge $-1$, so its momentum $\mathbf p$ is replaced by $\mathbf p+\mathbf A$:

$$H=\tfrac12(\mathbf p+\mathbf A)^2+U=H_0+\mathbf A\cdot\mathbf p+\tfrac12\mathbf A^2 .$$

The two cross terms could be combined because a uniform $\mathbf A$ commutes with $\mathbf p$. The last term is a number that depends on time alone. It shifts all states equally and causes no transition. The perturbation is therefore

$$W(t)=A_0\cos\omega t\;\mathbf e\cdot\mathbf p .$$

Write the state of an electron as $\sum_n a_n(t)\,e^{-iE_nt}|n\rangle$. Inserting this in the Schrödinger equation and projecting on $|c\rangle$ gives

$$i\,\dot a_c=\sum_n\langle c|W(t)|n\rangle\,e^{i(E_c-E_n)t}a_n .$$

Let the electron start in $|v\rangle$ at $t=0$. To first order in $A_0$, the amplitudes on the right keep their initial values, $a_v=1$ and all others zero. With $\Omega=E_c-E_v>0$, $p_{cv}=\langle c|\mathbf e\cdot\mathbf p|v\rangle$ and $\cos\omega t=(e^{i\omega t}+e^{-i\omega t})/2$,

$$a_c(t)=-\frac{i}{2}A_0\,p_{cv}\int_0^t\left[e^{i(\Omega-\omega)t'}+e^{i(\Omega+\omega)t'}\right]dt' .$$

The integral of the second exponential never exceeds $2/(\Omega+\omega)$ in magnitude. The integral of the first grows like $t$ when $\Omega$ is close to $\omega$. After many optical periods the second may be dropped. With $\Delta=\Omega-\omega$, the first integral is

$$\int_0^te^{i\Delta t'}dt'=\frac{e^{i\Delta t}-1}{i\Delta}=e^{i\Delta t/2}\,\frac{2\sin(\Delta t/2)}{\Delta},$$

and the transition probability becomes

$$P_{v\to c}=\frac{A_0^2}{4}|p_{cv}|^2\,\frac{4\sin^2(\Delta t/2)}{\Delta^2}.$$

As a function of $\Delta$, the last fraction is a peak of width about $2\pi/t$. Its area follows from the substitution $u=\Delta t/2$:

$$\int_{-\infty}^{\infty}\frac{4\sin^2(\Delta t/2)}{\Delta^2}\,d\Delta=2t\int_{-\infty}^{\infty}\frac{\sin^2u}{u^2}\,du=2\pi t .$$

A solid has a dense set of transition energies. If the quantities summed over them vary little across the width $2\pi/t$, the peak acts as $2\pi t\,\delta(\Delta)$. The probability then grows in proportion to time, and the rate is

$$w_{cv}=2\pi\,\frac{A_0^2}{4}\,|p_{cv}|^2\,\delta(E_c-E_v-\omega).$$

This is Fermi's golden rule. It needs a time long enough for the peak to be narrow, and a field weak enough for the probability to remain small during that time.

For an electron that starts in $|c\rangle$, the same steps apply with $c$ and $v$ exchanged. The phase factor is now $e^{-i\Omega t}$, and it is the $e^{+i\omega t}$ part of the cosine that nearly cancels it. The squared integral is unchanged because it is even in $\Delta$. The matrix element is $p_{vc}=\langle v|\mathbf e\cdot\mathbf p|c\rangle=p_{cv}^*$, since $\mathbf e\cdot\mathbf p$ is Hermitian. Its squared magnitude is the same. The light drives the pair upward and downward with the same rate $w_{cv}$, so any difference between absorption and emission must come from the occupations.

### (b) What do the occupations do to the balance?

*Electrons scatter within a band much faster than they cross the gap. Describe the pumped state, and find the net number of photons added to the beam per unit time.*

**Solution.** Fast scattering within the conduction band brings its electrons to thermal equilibrium among themselves. The same happens in the valence band. Exchange between the bands is slow, so the two populations need not be in equilibrium with each other. Each has its own chemical potential, called a quasi-Fermi level:

$$f_c=\frac1{e^{(E_c-\mu_c)/T}+1},\qquad f_v=\frac1{e^{(E_v-\mu_v)/T}+1}.$$

Both functions give the probability that a state holds an electron, so the hole occupation of a valence state is $1-f_v$. Both bands are assumed to have the same temperature $T>0$. Part (h) shows what this assumption does.

Absorption on a pair needs an electron in $v$ and an empty state $c$. Stimulated emission needs the reverse. With independent occupations, the two rates for the pair are

$$r_{\rm up}=w_{cv}f_v(1-f_c),\qquad r_{\rm down}=w_{cv}f_c(1-f_v).$$

Each downward transition adds one photon to the beam and each upward transition removes one. The net gain in photons is

$$r_{\rm down}-r_{\rm up}=w_{cv}\left(f_c-f_cf_v-f_v+f_vf_c\right)=w_{cv}(f_c-f_v).$$

The products cancel, and the result is linear in the occupations.

This linearity can be seen without assigning blocking factors by hand. Let $U_{cn}$ be the amplitude for one electron to go from state $n$ to state $c$ during the action of the light. If there is no initial coherence between the states, the mean occupation of $c$ afterwards is $\sum_n|U_{cn}|^2f_n$. Since time evolution is unitary, $\sum_n|U_{cn}|^2=1$, and the change in the occupation is

$$\sum_n|U_{cn}|^2f_n-f_c=\sum_{n\ne c}|U_{cn}|^2(f_n-f_c).$$

For each valence state $v$ the transferred population is the one-electron probability times $f_v-f_c$. A positive value means absorption, in agreement with the sign found above.

The total net rate is the sum over pairs,

$$R=\sum_{c,v}w_{cv}(f_c-f_v).$$

Spontaneous emission is absent here. It occurs without the beam and is not proportional to the beam's intensity, so it does not belong to the gain.

### (c) What is the gain coefficient?

*The gain coefficient $g$ is defined by $dI/dz=gI$, where $I$ is the intensity of the beam travelling along $z$. Express $g$ through the sum over pairs.*

**Solution.** Consider a slab of area $S$ and thickness $dz$, with volume $V=S\,dz$. The power leaving it exceeds the power entering by $S\,dI=S\,gI\,dz=gIV$. This must equal the net number of photons emitted per unit time multiplied by the photon energy:

$$gIV=\omega R,\qquad g=\frac{\omega R}{IV}.$$

The intensity must be written in terms of $A_0$. The electric field is $\mathbf E=-d\mathbf A/dt=\mathbf e\,\omega A_0\sin\omega t$, with amplitude $E_0=\omega A_0$. In a non-magnetic medium of refractive index $n_r$, the magnetic amplitude of a plane wave is $B_0=n_rE_0/c$. The energy flux is $EB/\mu_0$, with $1/\mu_0=\varepsilon_0c^2$. Averaging the squared sine over a period gives a factor $1/2$, so that

$$I=\frac12\,\varepsilon_0c^2E_0\,\frac{n_rE_0}{c}=\frac12n_rc\,\varepsilon_0E_0^2=\frac{n_rc\,\omega^2A_0^2}{8\pi},$$

where $\varepsilon_0=1/(4\pi)$ was used in the last step. Using this plane-wave relation assumes that the intensity changes little over one wavelength. Now insert $w_{cv}$ and $I$:

$$g=\frac{\omega}{V}\cdot\frac{8\pi}{n_rc\,\omega^2A_0^2}\cdot\frac{2\pi A_0^2}{4}\sum_{c,v}|p_{cv}|^2(f_c-f_v)\,\delta(E_c-E_v-\omega).$$

The factor $A_0^2$ cancels, as it must for a weak beam, and $8\pi\cdot2\pi/4=4\pi^2$. Therefore

$$g(\omega)=\frac{4\pi^2}{n_rc\,\omega V}\sum_{c,v}|p_{cv}|^2\,(f_c-f_v)\,\delta(E_c-E_v-\omega).$$

A negative $g$ is an absorption coefficient with its sign reversed. This formula counts transitions between the two bands. Scattering of the beam and absorption by carriers within one band are further losses, and they would have to be subtracted.

### (d) At which photon energies is the gain positive?

*The sum contains many pairs with different energies, occupations and matrix elements. Find its sign.*

**Solution.** Introduce the distance of each state from its own quasi-Fermi level, in units of $T$:

$$x=\frac{E_c-\mu_c}{T},\qquad y=\frac{E_v-\mu_v}{T}.$$

Multiplying the numerator and denominator of the Fermi function by $e^{-x/2}$ gives

$$f_c=\frac1{e^x+1}=\frac{e^{-x/2}}{2\cosh(x/2)},\qquad f_v=\frac{e^{-y/2}}{2\cosh(y/2)}.$$

On a common denominator the difference is

$$f_c-f_v=\frac{e^{-x/2}\cosh(y/2)-e^{-y/2}\cosh(x/2)}{2\cosh(x/2)\cosh(y/2)}.$$

Writing out the hyperbolic cosines, the numerator is

$$\tfrac12\left[e^{(y-x)/2}+e^{-(x+y)/2}-e^{(x-y)/2}-e^{-(x+y)/2}\right]=\sinh\frac{y-x}{2},$$

and hence

$$f_c-f_v=\frac{\sinh[(y-x)/2]}{2\cosh(x/2)\cosh(y/2)}.$$

The denominator is positive, so the sign is that of $y-x$. The two state energies enter this quantity through their difference alone:

$$y-x=\frac{\mu_c-\mu_v-(E_c-E_v)}{T}.$$

The delta function in $g$ admits only pairs with $E_c-E_v=\omega$. For all of them

$$y-x=\frac{\mu_c-\mu_v-\omega}{T}.$$

The individual energies have disappeared. The hyperbolic sine is the same for every pair that contributes, and it can be taken out of the sum:

$$g(\omega)=\frac{4\pi^2}{n_rc\,\omega V}\,\sinh\!\left(\frac{\mu_c-\mu_v-\omega}{2T}\right)\sum_{c,v}\frac{|p_{cv}|^2\,\delta(E_c-E_v-\omega)}{2\cosh(x/2)\cosh(y/2)}.$$

The remaining sum has no negative terms. It is positive if at least some transitions of energy $\omega$ are allowed, and zero if there are none. Let $E_g$ be the smallest energy of an allowed transition. Below $E_g$ the sum is empty and $g=0$. Above it, wherever allowed transitions exist, the sign of $g$ is the sign of $\mu_c-\mu_v-\omega$. Gain therefore requires

$$E_g<\omega<\mu_c-\mu_v .$$

This is the Bernard–Duraffourg condition. Inside the window there is gain at each photon energy for which the transition strength is not zero. At $\omega=\mu_c-\mu_v$ the material is transparent as far as these transitions are concerned, and above it there is absorption.

The derivation used no relation between $E_c$ or $E_v$ and a wave vector, no rule about which pairs are coupled, and no value of $p_{cv}$. These properties set the size of $g$ and the position of $E_g$. For given quasi-Fermi levels they cannot raise the upper limit, because pairs with the same transition energy never compete with opposite signs.

The meaning of $E_g$ does depend on the selection rules. If the light couples only states of equal wave vector, $E_g$ is the smallest vertical separation of the bands. In a material whose band extrema lie at different wave vectors, this is larger than the distance between the extrema.

## Second half: meaning, a worked case and the limits of the result

The symbols carried over are these. The quasi-Fermi levels of the conduction and valence bands are $\mu_c$ and $\mu_v$, the common temperature in energy units is $T$, and $f_c$, $f_v$ are electron occupations. The scaled energies are $x=(E_c-\mu_c)/T$ and $y=(E_v-\mu_v)/T$. The smallest allowed transition energy is $E_g$, and $D=\mu_c-\mu_v$ will denote the separation of the quasi-Fermi levels. The first half gave the gain coefficient

$$g(\omega)=\frac{4\pi^2}{n_rc\,\omega V}\sum_{c,v}|p_{cv}|^2(f_c-f_v)\,\delta(E_c-E_v-\omega),$$

with $n_r$ the refractive index, $V$ the volume and $p_{cv}$ the momentum matrix element along the polarization. It also showed that $f_c-f_v$ has the sign of $y-x=(D-\omega)/T$ for every contributing pair, so that gain requires $E_g<\omega<D$.

### (e) Why is the separation of the quasi-Fermi levels the limit?

*Find the ratio of stimulated emission to absorption at a given photon energy, and interpret the limit thermodynamically. Must the conduction states be more than half full?*

So far we have derived the gain coefficient and shown that, for sharp transitions and one temperature shared by both bands, gain requires $E_g<\omega<\mu_c-\mu_v$. It remains to answer question (e), to work out the gain for parabolic bands with numbers for a model material, and to see when the upper limit moves.
